# Plasmon wake wavelength and cell size in electronic stopping simulations

## Question

I want to simulate the electronic stopping of a proton in a periodic cell, with time-dependent electron dynamics. As a first model I take a uniform electron gas with $r_s=2.07$ and a constant ion speed $v=4$, in Hartree atomic units.

I know that the ion leaves a plasmon wake, and I can form the length $v/\omega_p$, about 7 bohr. Is that the wavelength of the wake? I was also told to make the cell edge equal to one wake wavelength, "so that the wake fits". Is that sufficient? The ion leaves the cell on one side and comes back on the other, and I would like to average the force over several such passes.

## Answer

The wavelength is $2\pi v/\omega_p$. The length $v/\omega_p$ has another meaning: it is the sideways reach of the wake. An edge of one wavelength can serve for a single pass, but it is a poor choice for repeated passes, because the ion then meets its old wake nearly in phase.

I assume linear response, a point charge $Z=1$ that appears suddenly, already at full speed, in the undisturbed gas, a uniform neutralising background, and no lattice or core electrons.

### The wavelength

The electron density is $n=3/(4\pi r_s^3)$. If the electrons shift by $\xi$ against the background, the surface charges produce a restoring acceleration $-4\pi n\,\xi$. Hence

$$\omega_p^2=4\pi n=\frac{3}{r_s^3}=\frac{3}{2.07^3}=0.338,\qquad \omega_p=0.5816 .$$

A steady wake depends on $z$ and $t$ through $z-vt$ alone. A wave $e^{i(\mathbf q\cdot\mathbf r-\omega t)}$ has this property if $\omega=q_zv$. For long waves $\omega=\omega_p$, so $q_z=\omega_p/v$ and

$$\lambda=\frac{2\pi}{q_z}=\frac{2\pi v}{\omega_p}=\frac{2\pi\times4}{0.5816}=43.2\ \text{bohr}\quad(2.29\ \text{nm}).$$

In other words, each point of the gas starts to oscillate when the ion goes by, and $\lambda$ is the distance the ion covers in one plasma period. The spacing of zeros in a wake computed from the ion's past motion agrees with this.

Plasmons of shorter wavelength have higher frequency. I use the single-pole model

$$\omega_q^2=\omega_p^2+\beta^2q^2+\tfrac14q^4,\qquad \beta^2=\tfrac35v_F^2=0.516,$$

with Fermi speed $v_F=0.927$. For a wave along the track, $q_z=q$, and $\omega_q=qv$ becomes

$$\tfrac14q^4-Aq^2+\omega_p^2=0,\qquad A=v^2-\beta^2,\qquad q^2=2\left[A\mp\sqrt{A^2-\omega_p^2}\right].$$

The roots are $q_1=0.1478$ and $q_2=7.87$. The corrected wavelength is $2\pi/q_1=42.5$ bohr, and the zero of the Lindhard dielectric function at $\omega=qv$ gives the same value. Oblique waves have $q_z=\omega_q/v$ with $q>q_1$, so their period along the track is shorter.

For $A\gg\omega_p$ the small root is $q_1\simeq\omega_p/\sqrt A$. The relative shift of $\lambda$ is then about $-\beta^2/(2v^2)=-1.6\%$. In the other direction, real roots need $v^2\ge\beta^2+\omega_p$, or $v\gtrsim1.05$. Below that speed this model has no plasmon wake. The figure is not the true threshold: the double root there is $q^2=2\omega_p$, $q=1.08$, with energy $1.13$, which lies among the electron–hole pair energies (up to $qv_F+q^2/2=1.58$). The Lindhard plasmon ends near $q=0.69$, which puts the threshold near $v_F+q/2\simeq1.27$.

### The force in a periodic cell

Let the cell have length $L$ along the track and volume $V$. The pole model is $1/\varepsilon-1=\omega_p^2/(\omega^2-\omega_q^2)$. Multiply $\phi_{\rm ind}=(1/\varepsilon-1)\phi_{\rm ext}$ by the denominator and replace $\omega^2$ by $-\partial_t^2$. Each Fourier component of the induced potential is then a driven oscillator:

$$\ddot\phi_{\mathbf G}+\omega_G^2\phi_{\mathbf G}=-\omega_p^2\,\frac{4\pi Z}{VG^2}\,e^{-iG_zvt}.$$

Starting from rest, its solution is

$$\phi_{\mathbf G}(t)=-\frac{4\pi Z\omega_p^2}{VG^2\omega_G}\int_0^t\sin(\omega_G\tau)\,e^{-iG_zv(t-\tau)}d\tau .$$

The force on the ion is $-Z\partial_z\phi_{\rm ind}$, so the retarding force is $F=Z\sum_{\mathbf G}iG_z\phi_{\mathbf G}e^{iG_zvt}$. When $\mathbf G$ and $-\mathbf G$ are added, the cosine part of $iG_ze^{iG_zv\tau}$ cancels and $-G_z\sin(G_zv\tau)$ remains:

$$F(t)=\frac{4\pi Z^2\omega_p^2}{V}\sum_{\mathbf G}\frac{G_z}{G^2\omega_G}\int_0^t\sin(\omega_G\tau)\sin(G_zv\tau)\,d\tau. \qquad (1)$$

**Bulk limit.** For an infinite cell, $\sum_{\mathbf G}\to V\int d^3q/(8\pi^3)$. At long times the integral in (1) tends to $\frac{\pi}{2}[\delta(\omega_q-q_zv)-\delta(\omega_q+q_zv)]$. Both terms contribute equally, since $q_z$ is odd, so

$$S=\frac{Z^2\omega_p^2}{2\pi}\int d^3q\,\frac{q_z}{q^2\omega_q}\,\delta(\omega_q-q_zv).$$

Write $d^3q=2\pi q^2dq\,d\mu$ with $q_z=q\mu$. The $\mu$ integral of the delta function gives $1/(qv)$ and sets $q_z=\omega_q/v$, which requires $\omega_q\le qv$, that is $q_1\le q\le q_2$. Therefore

$$S=\frac{Z^2\omega_p^2}{v^2}\int_{q_1}^{q_2}\frac{dq}{q}=\frac{Z^2\omega_p^2}{v^2}\ln\frac{q_2}{q_1}=\frac{0.338}{16}\times3.975=0.084\ \text{hartree/bohr}.$$

The full Lindhard loss function gives the same logarithm to the digits shown.

**Whole passes.** The energy lost in time $T$ is $W=v\int_0^TF\,dt$. Put $a=\omega_G$ and $c=G_zv$, and use $\sin a\tau\sin c\tau=\frac12[\cos(a-c)\tau-\cos(a+c)\tau]$. Two integrations give

$$\frac12\left[\frac{1-\cos(a-c)T}{(a-c)^2}-\frac{1-\cos(a+c)T}{(a+c)^2}\right].$$

After $m$ passes $T=mL/v$. Since $G_z$ is a multiple of $2\pi/L$, $cT$ is a multiple of $2\pi$, and both cosines equal $\cos aT$. With $(a-c)^{-2}-(a+c)^{-2}=4ac/(a^2-c^2)^2$,

$$W_m=\frac{8\pi Z^2v^2\omega_p^2}{V}\sum_{\mathbf G}\frac{G_z^2}{G^2}\,\frac{1-\cos(m\omega_GL/v)}{(\omega_G^2-G_z^2v^2)^2}. \qquad (2)$$

Direct time integration of the oscillators in a small truncated cell confirms (2) for one and two passes.

### Why one wavelength is a bad period

Let $\theta=\omega_GL/v$. For one mode, the energy lost in the second pass divided by that lost in the first is

$$\frac{(1-\cos2\theta)-(1-\cos\theta)}{1-\cos\theta}
=\frac{1+\cos\theta-2\cos^2\theta}{1-\cos\theta}=1+2\cos\theta .$$

For long waves $\theta=2\pi L/\lambda$. At $L=\lambda$ the old wake pulls back in phase and the factor is 3. At $L=\lambda/2$ it is $-1$, and these modes return energy to the ion.

The total force changes less, because it also contains shorter waves with other phases. At $L\simeq\lambda$, $\cos\theta$ first falls to zero at $\omega_q=1.25\,\omega_p$, which the dispersion law places at $q\simeq0.57$. Waves from $q_1$ up to there supply $\ln(0.57/0.148)/3.975$, about one third, of the bulk stopping.

### How wide must the cell be?

The periodic images also travel abreast of the ion. Without dispersion each point of the gas responds on its own:

$$\phi_{\rm ind}(\mathbf r,t)=-\omega_p\int_0^\infty\sin(\omega_p\tau)\,\phi_{\rm ext}(\mathbf r,t-\tau)\,d\tau .$$

A neighbour at sideways distance $R$ was $v\tau$ further back at time $t-\tau$. At axial position $z$ relative to the ions now, its potential was $Z/\sqrt{R^2+(z+v\tau)^2}$. Taking $Z\partial_z\phi_{\rm ind}$ at $z=0$ gives the added retarding force

$$F_R=Z^2\omega_p\int_0^\infty\frac{v\tau\,\sin(\omega_p\tau)}{(R^2+v^2\tau^2)^{3/2}}d\tau
=\frac{Z^2\omega_p^2}{v^2}\int_0^\infty\frac{x\sin x}{(x^2+b^2)^{3/2}}dx,$$

with $x=\omega_p\tau$ and $b=\omega_pR/v$. Since $x(x^2+b^2)^{-3/2}=-\frac{d}{dx}(x^2+b^2)^{-1/2}$, integration by parts, with vanishing boundary terms, leaves $\int_0^\infty\cos x\,(x^2+b^2)^{-1/2}dx=K_0(b)$. So

$$F_R=\frac{Z^2\omega_p^2}{v^2}K_0\!\left(\frac{\omega_pR}{v}\right),$$

which falls off roughly as $e^{-\omega_pR/v}$. This is where your length belongs: $v/\omega_p=\lambda/2\pi=6.9$ bohr. In this estimate without dispersion, one neighbour adds 5.7% of the bulk stopping at 10 bohr, 1.0% at 20 bohr and 0.02% at 43 bohr. The undamped pole model used for the table below adds an oscillating term from short waves, of a few tenths of a per cent or less at these distances.

### Judging actual cells

Equation (2) gives the mean stopping in each pass. Here it is divided by the bulk value; sizes are width × width × length in bohr.

| Cell | Electrons | Pass 1 | Pass 2 |
|---|---:|---:|---:|
| 20 × 20 × 20 | 215 | 0.77 | 0.55 |
| 30 × 30 × 30 | 727 | 0.92 | 1.16 |
| 43 × 43 × 43 | 2140 | 0.96 | 1.39 |
| 86 × 86 × 86 | 17120 | 0.98 | 1.25 |
| 20 × 20 × 86 | 926 | 1.03 | 1.34 |
| 86 × 86 × 43 | 8560 | 0.96 | 1.38 |

The cube of about one wavelength is 4% below bulk in its first pass and 39% above it in the second. Averaging the two would make the result worse. Doubling its width hardly changes either number, so the first-pass deficit comes from the length and not from the width. The length sets both the path, which includes the start-up of the wake, and the distance to the images ahead and behind; I have not separated these two effects.

The 86 bohr cube shows that length alone does not make a second pass safe: its edge is close to $2\lambda$, again in phase for long waves.

The narrow long cell needs a careful reading. Its first pass is 3% above bulk, while the wide cell of the same length is 2% below. Reducing the width to 20 bohr has therefore raised the stopping by about 6% of bulk. The four nearest side images account for about 4% in the steady estimate without dispersion, and the more distant ones for about 1% more; I have not separated the rest. The good agreement with bulk comes partly from errors of opposite sign.

The 30 bohr cube is a warning against using the long-wave factor alone. That factor is 0.31, yet the second pass costs more than the first. At this length $\theta$ reaches $2\pi$ for $\omega_q=(43.2/30)\,\omega_p=0.84$, at $q\simeq0.75$, so these shorter waves return in phase.

The pole model overstates that particular rise somewhat. A single electron can absorb energies up to $qv_F+q^2/2$ at wave number $q$, which is 0.98 at $q=0.75$. The wave lies below this limit and can decay into electron–hole pairs, a decay the pole model omits. But at this length $\cos\theta$ is already positive from $\omega_q=0.75\times0.84=0.63$, at $q\simeq0.32$. The waves from there to a little beyond $q=0.57$ lie above the limit, so the rise is reduced, not removed. At $q=0.57$ the limit is 0.69 and the plasmon energy is 0.73, so the long waves behind the effect at $L\simeq\lambda$ escape this decay channel.

### What I would do

Use the force from the first pass only, and stop before the ion returns to its old track. If an error of about 4% in the mean is acceptable, the 43 bohr cube is long enough for that one pass. That mean covers the whole pass: it includes the start-up, where the force is well below bulk, and the last 5 bohr, where it is about 6% above. In the model, an average taken only between 10 and 33 bohr along the path is within 1% of bulk, so leave both ends out. An elongated cell is cheaper, but vary its width and length separately: at 20 bohr the width still matters. A slanted path can postpone direct re-entry, but equation (2) does not cover it, so it needs its own convergence check.

These percentages refer to the model gas. A real solid adds band structure and core electrons, and a slower or more highly charged ion may leave the linear regime. Since $\lambda$ and $v/\omega_p$ both grow in proportion to $v$, a cell checked at $v=4$ must be checked again at higher speed. The remaining values are in the numerical output below.

## Calculated quantities

```
density parameter rs = 2.07 bohr
ion speed = 4.00 a.u., ion charge = 1 e
electron density = 0.02692 bohr^-3
plasma frequency = 0.5816 hartree
Fermi speed = 0.9271 a.u.
beta squared = 0.5157 a.u.
wake wavelength, no dispersion = 43.22 bohr
same wavelength = 2.287 nm
wavelength from wake zeros = 43.20 bohr
lower root q1 = 0.1478 bohr^-1
upper root q2 = 7.8686 bohr^-1
wavelength with pole dispersion = 42.51 bohr
wavelength from Lindhard zero = 42.50 bohr
sideways reach v/wp = 6.88 bohr
stopping logarithm, pole model = 3.975 (no unit)
stopping logarithm, Lindhard = 3.975 (no unit)
bulk stopping, pole model = 0.0840 hartree/bohr
one side ion at 10 bohr adds 5.712 % of bulk
one side ion at 20 bohr adds 0.972 % of bulk
one side ion at 43 bohr adds 0.024 % of bulk
electrons in cube of one wavelength = 2172
cell 20 x 20 x 20 bohr: 215 electrons
  mean stopping/bulk: pass 1 0.772, pass 2 0.548
  long-wave pass 2/pass 1 factor = -0.946 (no unit)
cell 30 x 30 x 30 bohr: 727 electrons
  mean stopping/bulk: pass 1 0.916, pass 2 1.158
  long-wave pass 2/pass 1 factor = 0.313 (no unit)
cell 43 x 43 x 43 bohr: 2140 electrons
  mean stopping/bulk: pass 1 0.958, pass 2 1.391
  long-wave pass 2/pass 1 factor = 2.999 (no unit)
cell 86 x 86 x 86 bohr: 17120 electrons
  mean stopping/bulk: pass 1 0.976, pass 2 1.251
  long-wave pass 2/pass 1 factor = 2.996 (no unit)
cell 20 x 20 x 86 bohr: 926 electrons
  mean stopping/bulk: pass 1 1.034, pass 2 1.339
  long-wave pass 2/pass 1 factor = 2.996 (no unit)
cell 86 x 86 x 43 bohr: 8560 electrons
  mean stopping/bulk: pass 1 0.957, pass 2 1.384
  long-wave pass 2/pass 1 factor = 2.999 (no unit)
```
